# The blur that minimizes local edge roughness in a sinusoidal image

## 1. The decision that needs this result

A resist simulation has to be given a blur length, and a process engineer can change that length through the bake or the chemistry. More blur averages the random arrival of photons over a larger volume, but it also flattens the image that defines the edge. If roughness is the quantity to be reduced, which blur should be chosen?

For a sinusoidal image of pitch $p$ and a three-dimensional Gaussian blur of standard deviation $\sigma$ along each axis, the roughness of a local edge point is smallest at

$$\sigma_*=\sqrt{\frac32}\,\frac{p}{2\pi}\approx0.195\,p .$$

This is a leading-order result in the noise. It holds for an edge point at the mean level of the image, several $\sigma$ away from the film surfaces. Absorbed density, image contrast and pitch are held fixed while $\sigma$ varies. An edge averaged through the film, or a reaction that proceeds while the blur is growing, has a different optimum; both cases are worked out below. The result also assumes that the effect of each photon spreads as a smooth cloud. Diffusion of a few discrete acid molecules during a bake does not do this; Sections 10 and 11 give the size of the difference.

## 2. Model and conventions

Let $x$ run across the lines, $y$ along them and $z$ through the film. Photons are absorbed independently, with mean number per volume

$$n(x)=n_0\,[1+C\sin kx],\qquad k=\frac{2\pi}{p},\qquad 0<C\le1 .$$

Each absorbed photon adds a normalized Gaussian to a latent field $F$, such as the concentration of a chemical product in units of product per photon:

$$F(\mathbf r)=\sum_j G(\mathbf r-\mathbf r_j),\qquad G(\mathbf r)=g(x)g(y)g(z),\qquad g(u)=\frac{e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.$$

The resist edge is the surface $F=n_0$. Without noise it lies at $x=0$, and lines and spaces are equal. Let $s$ be the rms displacement of one edge point, at one $y$ and one $z$, from that position.

## 3. Mean and variance of the blurred field

Divide the film into small cells of volume $\Delta V$. The count $N_i$ in cell $i$ is Poisson distributed, so its mean and its variance both equal $n(x_i)\Delta V$. The field is $F(\mathbf r)=\sum_iN_iG(\mathbf r-\mathbf r_i)$. Means add, and because the cells are independent, variances add too, each multiplied by the square of its weight. For $\Delta V\to0$,

$$\bar F(\mathbf r)=\int n(x')\,G(\mathbf r-\mathbf r')\,d^3r',\qquad \operatorname{var}F(\mathbf r)=\int n(x')\,G^2(\mathbf r-\mathbf r')\,d^3r'.$$

The signal contains $G$ and the noise contains $G^2$. The optimum comes from this difference.

## 4. What blur does to the slope

The $y$ and $z$ integrals of $G$ give 1. In the $x$ integral put $x'=x-u$ and use

$$\sin k(x-u)=\sin kx\cos ku-\cos kx\sin ku .$$

The second term is odd in $u$ and integrates to zero against the even function $g$. What remains is $T(k)=\int g(u)\cos ku\,du$. To find it, differentiate with respect to $k$, use $u\,g=-\sigma^2g'$, and integrate by parts:

$$T'(k)=-\int u\,g\sin ku\,du=\sigma^2\int g'\sin ku\,du=-k\sigma^2\,T(k).$$

Since $T(0)=1$, the solution is $T=e^{-k^2\sigma^2/2}$. Therefore

$$\bar F(x)=n_0\left[1+C\,e^{-k^2\sigma^2/2}\sin kx\right],\qquad \bar F'(0)=n_0\,C\,k\,e^{-k^2\sigma^2/2}.$$

## 5. What blur does to the noise

The square of the one-dimensional kernel is again a Gaussian, narrower by $\sqrt2$:

$$g^2(u)=\frac{e^{-u^2/\sigma^2}}{2\pi\sigma^2}=\frac{1}{\sqrt{4\pi\sigma^2}}\;\frac{e^{-u^2/\sigma^2}}{\sqrt{\pi}\,\sigma}.$$

The last fraction is a normalized Gaussian of variance $\sigma^2/2$. Three such factors give the weight $(4\pi\sigma^2)^{-3/2}$. The result for $T$, with $\sigma^2$ replaced by $\sigma^2/2$, gives the modulated part:

$$\operatorname{var}F=\frac{n_0}{(4\pi\sigma^2)^{3/2}}\left[1+C\,e^{-k^2\sigma^2/4}\sin kx\right].$$

At $x=0$ the bracket is 1, so the variation of shot noise across the image does not enter for a mean-level edge.

The relative noise there is $\sqrt{\operatorname{var}F}/n_0=N^{-1/2}$ with $N=n_0(4\pi\sigma^2)^{3/2}$. This is the counting noise of the $N$ photons in an effective averaging volume $(4\pi\sigma^2)^{3/2}$.

## 6. From field noise to edge displacement

Write $F=\bar F+\delta F$ and let the edge move to $\delta x$. Expanding the threshold condition $F(\delta x)=n_0$ gives

$$n_0+\bar F'(0)\,\delta x+\delta F(0)+\delta F'(0)\,\delta x+\dots=n_0 .$$

The term $\delta F'\delta x$ is of second order in the noise. The curvature term is absent because $\bar F''(0)=0$. To first order, $\delta x=-\delta F(0)/\bar F'(0)$, so

$$s(\sigma)=\frac{\sqrt{\operatorname{var}F}}{\bar F'(0)}=\frac{e^{k^2\sigma^2/2}}{C\,k\,\sqrt{n_0}\,(4\pi\sigma^2)^{3/4}} .$$

For $k\sigma\ll1$ the slope is hardly affected and $s\propto\sigma^{-3/2}$, so more blur helps. For $k\sigma\gg1$ the loss of slope wins exponentially.

**When the first order suffices.** The neglected term is small if the gradient noise is small beside the mean slope. Since $\partial_xG=-(x/\sigma^2)G$ and $G^2$ has variance $\sigma^2/2$ in $x$,

$$\operatorname{var}(\partial_xF)\big|_{x=0}=n_0\int\frac{x^2}{\sigma^4}\,G^2\,d^3r=\frac{1}{2\sigma^2}\operatorname{var}F .$$

The sine part of $n$ drops out here because it is odd. Dividing the rms gradient by $\bar F'(0)$ gives the condition

$$\frac{s}{\sqrt2\,\sigma}\ll1 .$$

The mean profile must also be nearly straight over the displacement, which requires $ks\ll1$. Near the optimum found below, where $k\sigma$ is of order 1, the two conditions are of similar strength. The ratio $s/\sigma$ diverges both for $\sigma\to0$ and for $\sigma\to\infty$, so the formula for $s$ should not be used at either extreme.

## 7. The minimum

Take the logarithm and use $L=\ln\sigma$ as the variable:

$$\ln s=\text{const}-\tfrac32L+\tfrac12k^2e^{2L}.$$

Its first two derivatives are

$$\frac{d\ln s}{dL}=-\frac32+k^2\sigma^2,\qquad \frac{d^2\ln s}{dL^2}=2k^2\sigma^2>0 .$$

The function is convex, so its one stationary point is the global minimum: $k^2\sigma_*^2=3/2$, which is the result of Section 1. Contrast and photon density change the height of the curve but not the position of its minimum.

At the optimum the contrast is multiplied by $e^{-k^2\sigma_*^2/2}=e^{-3/4}\approx0.472$. With $4\pi\sigma_*^2=6\pi/k^2$, the smallest roughness is

$$s_*=\frac{e^{3/4}\sqrt{k}}{C\sqrt{n_0}\,(6\pi)^{3/4}}=\frac{0.5866}{C\sqrt{n_0\,p}} .$$

In this model, even with the blur re-optimized for every pitch, the roughness grows as $p^{-1/2}$ when the pitch shrinks at fixed $n_0$ and $C$. Relative to the pitch it grows as $p^{-3/2}$. Keeping $s_*/p$ constant would require $n_0\propto p^{-3}$.

**How sharp is the minimum?** Put $\sigma=\sigma_*e^{\epsilon}$. Then

$$\ln\frac{s}{s_*}=-\frac32\epsilon+\frac34\left(e^{2\epsilon}-1\right)=\frac32\epsilon^2+O(\epsilon^3).$$

The linear terms cancel. A blur 20 percent below the optimum raises the roughness by 6.7 percent, and one 20 percent above it by 5.8 percent, both relative to $s_*$.

This flatness matters because blur has another cost. If the dose rises by a small fraction $\eta$, the mean field rises by $\eta n_0$ at the edge, which therefore moves by $\eta/(Ck\,e^{-k^2\sigma^2/2})$ in magnitude. This sensitivity increases steadily with $\sigma$. When dose control matters as well as roughness, a blur somewhat below $\sigma_*$ costs little roughness and retains more slope.

## 8. Worked example: an extreme-ultraviolet resist

The inputs are rough typical values: wavelength 13.5 nm, pitch 32 nm, contrast 0.8, absorption 5 per µm, film thickness 40 nm, and a dose of 30 mJ/cm² averaged over a pitch at mid-film.

**Photon density.** The dose is $3.0\times10^{-16}$ J/nm², or about 1872 eV/nm². At 91.84 eV per photon this is 20.39 photons/nm². Multiplying by the absorption, 0.005 per nm, gives

$$n_0=0.1019\ \text{nm}^{-3}.$$

**Optimum blur.** With $k=0.19635$ nm⁻¹,

$$\sigma_*=\frac{\sqrt{1.5}}{0.19635}\ \text{nm}=6.24\ \text{nm}.$$

**Roughness.** The contrast falls from 0.8 to 0.378. The relative slope is $0.378\times0.19635=0.0742$ nm⁻¹ and the relative noise is 0.0301, which corresponds to about 1100 photons in the averaging volume. Hence

$$s_*=\frac{0.0301}{0.0742\ \text{nm}^{-1}}=0.406\ \text{nm},\qquad 3s_*=1.22\ \text{nm}.$$

The gradient noise is $0.406/(\sqrt2\times6.24)=0.046$ of the mean slope, so the linear theory is appropriate here.

**Test without linearization.** Poisson photons were scattered in a periodic box of $64\times128\times80$ nm³ and blurred, and the actual threshold crossings were located on four edges in 120 independent exposures.

| Blur (nm) | Simulated $s$ (nm) | Linear $s$ (nm) |
|---|---|---|
| 3.74 | 0.546 | 0.541 |
| 6.24 | 0.410 | 0.406 |
| 9.98 | 0.653 | 0.646 |

The simulated values lie about 1 percent above the linear ones. The simulation does not separate sampling error from nonlinearity in this difference. The middle blur is the best of the three.

**Correlation along the line.** Two edge points a distance $u$ apart in $y$ share photons. In the product $g(v)g(v+u)$ the exponent contains

$$v^2+(v+u)^2=2\left(v+\tfrac u2\right)^2+\tfrac12u^2 ,$$

so after integration over $v$ the correlation is $e^{-u^2/4\sigma^2}$. At 12 nm and optimum blur this is 0.396; the simulation gives 0.399.

## 9. Second case: an edge averaged through the film

A measurement or a later etch step may respond to the edge position averaged over the film thickness $t$. The mean slope is the same at every depth, so to first order the averaged displacement is the depth average of $\delta F$ divided by $-\bar F'(0)$. Suppose no material leaves through the film surfaces. Each photon's contribution, integrated over $z$, is then the two-dimensional Gaussian $g(x)g(y)$, whatever the depth of absorption. The depth-averaged field is this sum divided by $t$, with $n_0t$ photons per area. Its variance at $x=0$ is

$$\frac{1}{t^2}\,\frac{n_0t}{4\pi\sigma^2}=\frac{n_0}{4\pi\sigma^2t} .$$

The mean slope is unchanged, so

$$s_{\text{av}}=\frac{e^{k^2\sigma^2/2}}{C\,k\,\sqrt{n_0t}\,(4\pi\sigma^2)^{1/2}} .$$

Now $\ln s_{\text{av}}=\text{const}-L+\tfrac12k^2e^{2L}$, and the minimum lies at $k\sigma=1$, that is, $\sigma=p/2\pi$. Blur along $z$ no longer reduces the noise, because the depth average already collects photons from the whole thickness. The noise therefore falls only as $\sigma^{-1}$ instead of $\sigma^{-3/2}$, and the loss of slope takes over at a smaller blur.

In $d$ dimensions the noise factor is $\sigma^{-d/2}$ and the optimum is $\sqrt{d/2}\,p/2\pi$. Minimizing a roughness computed by direct quadrature, with a finite-difference slope, gave 3.60, 5.09 and 6.24 nm for $d=1,2,3$, in agreement with this rule.

For the 40 nm film the averaged roughness is 0.288 nm at its own optimum of 5.09 nm. At the three-dimensional optimum it is 0.302 nm, about 5 percent more. Going from the local to the averaged edge lowers the optimum blur by 18 percent of its local value, but the penalty for using the local optimum is small: the roughness ratio is $e^{1/4}/\sqrt{3/2}=1.048$, whatever the pitch, density or contrast.

## 10. Third case: reaction while the acid diffuses

In a chemically amplified resist, acid catalyses a reaction while it spreads. Assume a constant diffusivity, no acid loss, and a reaction rate proportional to the local acid concentration, with little of the reactant consumed. Let $\sigma$ now denote the diffusion length at the end of the bake, and $\tau$ the elapsed fraction of the bake. If the acid from one photon is treated as a continuous cloud, which is the limit of many acids per photon, the product it leaves is a time average of Gaussians $G_\tau$ of variance $\sigma^2\tau$ per axis:

$$K(\mathbf r)=\int_0^1G_\tau(\mathbf r)\,d\tau .$$

**Slope.** With $a=k^2\sigma^2/2$, the image modulation is multiplied by

$$\int_0^1e^{-a\tau}d\tau=\frac{1-e^{-a}}{a}.$$

**Noise.** The overlap of two centred Gaussians is the value at the origin of a Gaussian with the summed variance. Hence

$$\int K^2d^3r=\frac{1}{(2\pi\sigma^2)^{3/2}}\int_0^1\!\!\int_0^1\frac{d\tau\,d\tau'}{(\tau+\tau')^{3/2}} .$$

The inner integral is $2\tau^{-1/2}-2(1+\tau)^{-1/2}$. The outer one then gives $4-4(\sqrt2-1)=8-4\sqrt2$. The roughness is

$$s_{\text r}=\frac{\sqrt{8-4\sqrt2}}{C\,k\,\sqrt{n_0}\,(2\pi\sigma^2)^{3/4}}\;\frac{a}{1-e^{-a}} .$$

Since $\sigma^{-3/2}\propto a^{-3/4}$, this varies as $a^{1/4}/(1-e^{-a})$. Setting the logarithmic derivative to zero,

$$\frac1{4a}-\frac{1}{e^a-1}=0\quad\Rightarrow\quad e^a=1+4a .$$

The convex function $e^a-1-4a$ vanishes at $a=0$ and at one positive value, $a=2.337$. It is negative between them and positive beyond, so $s_{\text r}$ first falls and then rises, and the root is a minimum.

For the example the best final diffusion length is $\sqrt{2a}/k=11.0$ nm, with a roughness of 0.545 nm. The kernel $K$ has variance $\sigma^2/2$ per axis, because the mean of $\tau$ is one half. Its own standard deviation at the optimum is thus 7.8 nm, still above 6.24 nm. The kernel's shape matters as well as its width: for large $a$ the modulation now falls as $1/a$ instead of exponentially, so a larger blur is tolerated.

The Gaussian result therefore applies when the spreading is complete before the response is recorded. It should not be used for the final diffusion length of a reaction that runs throughout the bake.

**Two limits of this case.** First, $K$ grows as $1/r$ at each photon, so the gradient noise of Section 6 diverges: photons farther than 1 nm from the point give 0.13 of the mean slope, and those farther than 0.1 nm give 0.44. The linearity condition is therefore not met as written. Locating actual crossings for Poisson photons with this kernel gives 0.54 to 0.56 nm, with more than one crossing in about 1 percent of cases, so the linear value is good to a few percent here.

Second, $K$ is only the average over acid paths. A single acid leaves its product along one random walk, and the overlap of a walk with itself depends on the difference of the two times, not their sum. If the response is smoothed over a Gaussian range $b$, a Poisson yield of mean $m$ adds to $\int K^2d^3r$, itself smoothed over $b$, the term

$$\frac2m\int_0^1\frac{(1-u)\,du}{\left[2\pi(\sigma^2u+2b^2)\right]^{3/2}},$$

which diverges for $b\to0$. For $m=2$ and $b=2$ nm the best diffusion length is then 7.0 nm and the roughness 0.83 nm, against 9.3 nm and 0.56 nm if each acid were a smooth cloud. The values 11.0 nm and 0.545 nm belong to the continuum limit only.

## 11. Other corrections, with their size

**Film surfaces.** At a reflecting surface the kernel is doubled but occupies half the space, so $\int G^2$ becomes $4\times\frac12=2$ times its bulk value. The local roughness there is larger by $\sqrt2$. At the surface itself the optimum stays in place as long as the other surface is many $\sigma$ away. A little below the surface it is lower, for example 5.7 nm at a depth of 5 nm and still 5.9 nm at 10 nm, because the correction there grows with $\sigma$. At mid-film in the example the correction factor is 1.000.

**Unequal lines and spaces.** Let the edge lie at $x_e$, with the threshold reset at each blur to hold it there. The slope gains a factor $\cos kx_e$ and the noise keeps its bracket from Section 5:

$$s=\frac{e^{k^2\sigma^2/2}}{C\,k\,\sqrt{n_0}\,(4\pi\sigma^2)^{3/4}}\;\frac{\sqrt{1+C\,e^{-k^2\sigma^2/4}\sin kx_e}}{\cos kx_e}.$$

For an exposed width of 12.8 nm, $x_e=1.6$ nm. The bracket decreases with $\sigma$, which moves the optimum up slightly, to 6.35 nm. The roughness there is 0.46 nm. For an exposed width above half the pitch, $x_e$ is negative and the optimum moves down instead, to 6.08 nm for a width of 19.2 nm.

**Random acid yield.** If a photon releases $M$ acids at one site, the noise variance contains $\langle M^2\rangle$ and the squared slope contains $\langle M\rangle^2$. For a Poisson yield of mean $m$ their ratio is $1+1/m$. With $m=2$ the roughness rises by a factor 1.22, to about 0.50 nm, at an unchanged optimum. This treats every acid as a smooth Gaussian cloud of the full width. If the acids instead diffuse as separate points and each then acts over a range $b$, the $1/m$ part of the variance carries the weight $(4\pi b^2)^{-3/2}$ and is not reduced by diffusion. For $m=2$ and $b=3$ nm the best total width is then 4.1 nm and the roughness 0.75 nm.

**Absorption through the film.** The upper part of the film receives more light. Ignoring vertical blur, the edge at height $\zeta$ above mid-film satisfies

$$e^{\alpha\zeta}\left[1+0.378\sin kx\right]=1,$$

where $\alpha$ is the absorption coefficient. Between top and bottom it shifts by 2.7 nm. Vertical blur between reflecting surfaces evens out the dose and reduces the shift to 2.0 nm. In both cases this is a systematic tilt of the side wall, not roughness, but it exceeds $3s_*$.

**Finite line length.** Subtracting the mean position of a 1000 nm edge hides 2.2 percent of the variance, or about 1.1 percent of the rms value.

## 12. Comparison with real resists

The pitch, absorption and film thickness are in the usual range for extreme-ultraviolet patterning, and a blur of several nanometres is a plausible size. The dose needs care: it is the average over the pitch inside the film, which is lower than the clear-field dose set on an exposure tool. If the true average were half the assumed one, $s_*$ would rise by $\sqrt2$. Roughness reported for such lines is, as a rough figure, a few nanometres at three sigma, above the 1.2 nm found here. The model contains photon noise alone; it omits the random paths of individual acids, the randomness of the resist's molecules, the quencher and the development. Among the smooth-kernel cases in two and three dimensions worked out with the numbers of the example, the largest shift of the optimum comes from replacing the Gaussian kernel: with reaction during diffusion, the best final diffusion length is 11.0 nm, which corresponds to a kernel standard deviation of 7.8 nm instead of 6.2 nm, and the minimum roughness is 34 percent higher. As a design rule, $0.195\,p$ is thus a starting value for the blur that minimizes the photon-noise roughness of a local edge point, when the blur is smooth, Gaussian and completed and the absorbed dose and contrast are fixed. Where the blur comes from a few diffusing acids per photon, their own noise raises the roughness and lowers the best diffusion length relative to the smooth-cloud value.

## Computed values

```
wavelength 13.5 nm, photon energy 91.84 eV
pitch 32.0 nm, wave number k 0.19635 1/nm
dose at mid-film 30.0 mJ/cm2, contrast 0.8
absorption 5.0 1/um, film thickness 40.0 nm
photons per area 20.388 1/nm2
absorbed photon density n0 0.10194 1/nm3
optimum blur / pitch 0.19492
optimum blur, formula 6.2376 nm
optimum blur, numerical minimum, d=1: 3.6013 nm
optimum blur, numerical minimum, d=2: 5.0930 nm
optimum blur, numerical minimum, d=3: 6.2376 nm
contrast factor at optimum 0.4724
remaining contrast at optimum 0.3779
relative noise at optimum 0.03012
relative edge slope at optimum 0.07420 1/nm
minimum rms roughness 0.4060 nm, three sigma 1.218 nm
prefactor s*C*sqrt(n0*p) 0.5866
curvature of ln s in ln sigma 3.0001
roughness ratio at 0.8 x optimum blur 1.0669
roughness ratio at 1.2 x optimum blur 1.0581
blur 3.743 nm (0.6 x optimum): simulated 0.5460 nm, linear 0.5405 nm
blur 6.238 nm (1.0 x optimum): simulated 0.4102 nm, linear 0.4060 nm
blur 9.980 nm (1.6 x optimum): simulated 0.6528 nm, linear 0.6463 nm
edge correlation at 12 nm: simulated 0.399, formula 0.396
depth average over 80 nm: simulated 0.2153 nm, formula 0.2134 nm
gradient noise / mean slope 0.0460
film-averaged edge: optimum blur 5.0930 nm, rms 0.2879 nm
film-averaged edge at the 3D optimum blur: rms 0.3018 nm
roughness factor at film surface 1.4142, mid-film 1.0000
edge shift top to bottom from absorption 2.733 nm
variance hidden by 1000 nm line 2.20 percent
roughness factor, Poisson yield of mean 2.0: 1.2247
exposed width 12.8 nm: optimum blur 6.3526 nm, rms 0.4615 nm
reaction during diffusion: root a 2.3367
reaction during diffusion: optimum final diffusion length 11.010 nm, rms 0.5445 nm
```
